# Lorenz ratio of an impurity-free metal in the Bloch model: test program

```python
# Result under test (Bloch model, normal processes, equilibrium phonons):
#   rho  = A x^-5 J5(x),  x = Theta/T,  J_n = int_0^x z^n e^z/(e^z-1)^2 dz
#   L/L0 = 1/[1 + (3/pi^2)(kF/qD)^2 x^2 - J7/(2 pi^2 J5)],  L = rho/(W T)
#   L/L0 -> (pi^2/3)(qD/kF)^2 (T/Theta)^2  for T << Theta.
# rho: electrical resistivity, W: electronic thermal resistivity,
# kF: Fermi wavevector, qD: Debye wavevector, xi = (energy - mu)/(kB T),
# z = phonon energy/(kB T), L0 = (pi^2/3)(kB/e)^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.special import expit, zeta

kB, hbar, e, m = sc.k, sc.hbar, sc.e, sc.m_e
L0 = np.pi**2 / 3 * (kB / e)**2

# Rough copper-like inputs
cell = 0.361e-9
theta = 340.0
rho_room = 1.7e-8
T_room = 300.0
atom_mass = 63.5 * sc.atomic_mass
n = 4 / cell**3
kF = (3 * np.pi**2 * n)**(1 / 3)
qD = (6 * np.pi**2 * n)**(1 / 3)
EF = (hbar * kF)**2 / (2 * m)
sound = kB * theta / (hbar * qD)
density = n * atom_mass
r = qD / kF


def near(a, b, rtol):
    return abs(a - b) <= rtol * abs(b)


def bose_pair(z):
    """N(N+1) for a phonon of reduced energy z."""
    return np.exp(-z) / np.expm1(-z)**2


def J(order, x):
    top = min(x, 80.0)
    return quad(lambda z: z**order * bose_pair(z), 0, top,
                epsabs=0, epsrel=1e-10, limit=200)[0]


def bracket_terms(T):
    x = theta / T
    return 1.0, 3 / np.pi**2 * x**2 / r**2, -J(7, x) / (2 * np.pi**2 * J(5, x))


def lorenz(T):
    return 1 / sum(bracket_terms(T))


def lorenz_low(T):
    return np.pi**2 / 3 * r**2 * (T / theta)**2


def reduced_rho(T):
    return (T / theta)**5 * J(5, theta / T)


A = rho_room / reduced_rho(T_room)


def rho(T):
    return A * reduced_rho(T)


def kappa(T):
    return L0 * T * lorenz(T) / rho(T)


# Deformation potential that reproduces the room-temperature resistivity
D2 = A * 12 * np.pi**3 * hbar**2 * density * sound * e**2 * n**2 / (m**2 * qD**5)


def lorenz_direct(T, exchange=True):
    """Sum the collision forms over vectors k, k' and energies explicitly."""
    x = theta / T
    top = min(x, 45.0)
    node, wt = np.polynomial.legendre.leggauss(60)
    z = (0.5 * top * (node + 1))[:, None, None, None]
    wz = (0.5 * top * wt)[:, None, None, None]
    xi = np.arange(-80, 80.1, 0.2)[None, :, None, None]
    cn, cw = np.polynomial.legendre.leggauss(3)
    ct, cw = cn[None, None, :, None], cw[None, None, :, None]
    az = (2 * np.pi * np.arange(4) / 4)[None, None, None, :]
    q = r * z / x                       # in units of kF
    turn = 2 * np.arcsin(q / 2)
    k1 = ct
    k2 = ct * np.cos(turn) + np.sqrt(1 - ct**2) * np.sin(turn) * np.cos(az)
    electric = thermal = 0.0
    for sign, occupation in ((1, 1 / np.expm1(z)), (-1, -1 / np.expm1(-z))):
        xi2 = xi + sign * z * exchange
        w = wz * cw * q**2 * occupation * expit(-xi) * expit(xi2)
        electric += np.sum(w * (k1 - k2)**2)
        thermal += np.sum(w * (xi * k1 - xi2 * k2)**2)
    return np.pi**2 / 3 * electric / thermal


def full_solution(T, step=0.03, reach=22.0):
    """Solve the linearized equation for chi(xi); return the gains of both
    conductivities over the trial values, and trial and full L/L0."""
    x = theta / T
    cut = int(round(x / step))
    h = x / cut
    half = int(reach / h)
    index = np.arange(-half, half + 1)
    xi = h * index
    gap = np.abs(index[:, None] - index[None, :])
    w = h * gap
    safe = np.where(gap == 0, 1.0, w)
    ch = np.cosh(xi / 2)
    K = w**2 / (8 * ch[:, None] * ch[None, :] * np.sinh(safe / 2))
    K = K * np.where(gap < cut, 1.0, np.where(gap == cut, 0.5, 0.0))
    cosine = 1 - 0.5 * (r * w / x)**2
    M = -h * K * cosine
    M[np.diag_indices_from(M)] += h * K.sum(axis=1)
    window = 1 / (4 * ch**2)
    drive = np.array([window, window * xi]).T
    trial = np.array([np.ones_like(xi), xi]).T
    scale = np.sqrt(np.diag(M))
    S = M / np.outer(scale, scale)
    y = np.linalg.solve(S, drive / scale[:, None])
    full = h * np.sum(drive / scale[:, None] * y, axis=0)
    forms = h * np.sum(trial * (M @ trial), axis=0)
    simple = (h * np.sum(drive * trial, axis=0))**2 / forms
    f = 3 / np.pi**2
    return (full[0] / simple[0], full[1] / simple[1],
            f * simple[1] / simple[0], f * full[1] / full[0])


def phonon_rate(q):
    """Decay rate of a longitudinal phonon into electron-hole pairs."""
    return D2 * m**2 * q / (2 * np.pi * hbar**3 * density)


def phonon_rate_sum(q, T):
    """Same rate from the golden-rule sum over electron states."""
    quantum = hbar * sound * q
    low = np.sqrt(2 * m * (EF - quantum - 40 * kB * T)) / hbar
    high = np.sqrt(2 * m * (EF + 40 * kB * T)) / hbar
    assert low > q / 2 + m * sound / hbar   # all these states can take part
    k = np.linspace(low, high, 6001)
    energy = (hbar * k)**2 / (2 * m)
    f1 = expit(-(energy - EF) / (kB * T))
    f2 = expit(-(energy + quantum - EF) / (kB * T))
    states = trapezoid(k**2 * m / (hbar**2 * k * q) * (f1 - f2), k) / (2 * np.pi**2)
    coupling = hbar * D2 * q / (2 * density * sound)
    return 2 * np.pi / hbar * coupling * states


def rho_balance(T):
    """Resistivity from the momentum that drifting electrons give phonons."""
    node, wt = np.polynomial.legendre.leggauss(60)
    q = 0.5 * qD * (node + 1)
    rate = np.array([phonon_rate_sum(p, T) for p in q])
    z = hbar * sound * q / (kB * T)
    force = np.sum(0.5 * qD * wt * q**4 / (6 * np.pi**2)
                   * bose_pair(z) / (kB * T) * rate)
    return hbar**2 * force / (e * n)**2


def extended_forms(T, top):
    """Electrical and thermal forms for transfers up to top*qD; beyond qD
    the phonon frequency stays at its Debye value (simple Umklapp model)."""
    x = theta / T

    def weight(s):
        z = x * min(s, 1.0)
        return s**3 / min(s, 1.0) * z * bose_pair(z), z

    def electric(s):
        return weight(s)[0] * s**2

    def thermal(s):
        g, z = weight(s)
        return g * (z**2 / r**2 + (np.pi**2 / 3 - z**2 / 6) * s**2)

    total = []
    for fun in (electric, thermal):
        value = quad(fun, 0, 1, epsabs=0, epsrel=1e-9, limit=200)[0]
        if top > 1:
            value += quad(fun, 1, top, epsabs=0, epsrel=1e-9)[0]
        total.append(value)
    return total[0], total[1]


def with_residual(T, rho0):
    """L/L0 when elastic scattering adds rho0 (Matthiessen's rule)."""
    return (rho0 + rho(T)) / (rho0 + rho(T) / lorenz(T))


def lattice_kappa(T):
    """Heat carried by longitudinal phonons limited by electrons only."""
    def part(q):
        z = hbar * sound * q / (kB * T)
        return q**2 * kB * z**2 * bose_pair(z) * sound**2 / phonon_rate(q)
    node, wt = np.polynomial.legendre.leggauss(200)
    q = 0.5 * qD * (node + 1)
    return np.sum(0.5 * qD * wt * part(q)) / (6 * np.pi**2)


# ---- Tests ----
for z in (0.5, 3.0, 9.0):
    xi = np.arange(-80, 80.01, 0.1)
    w = expit(-xi) * expit(xi + z)
    base = z / (1 - np.exp(-z))
    assert near(0.1 * w.sum(), base, 1e-9)
    moment = 0.1 * np.sum(w * xi * (xi + z))
    assert abs(moment - base * (np.pi**2 / 3 - z**2 / 6)) < 1e-8 * base * (1 + z**2)

for T in (300.0, 77.0, 20.0, 4.0):
    assert near(lorenz_direct(T), lorenz(T), 1e-6)
    assert near(lorenz_direct(T, exchange=False), 1.0, 1e-6)
slope = np.log(lorenz_direct(4.0) / lorenz_direct(2.0)) / np.log(2)
assert abs(slope - 2) < 0.01
assert near(lorenz(2.0), lorenz_low(2.0), 1e-3)
assert near(lorenz(20 * theta), 1.0, 1e-3)
assert near(J(5, 200.0), 120 * zeta(5), 1e-8)
assert near(J(7, 200.0), 5040 * zeta(7), 1e-8)
slope_rho = np.log(rho_balance(8.0) / rho_balance(4.0)) / np.log(2)
assert abs(slope_rho - 5) < 0.01
slope_W = np.log(kappa(2.0) / kappa(4.0)) / np.log(2)
assert abs(slope_W - 2) < 0.01

for T in (300.0, 77.0, 10.0):
    assert near(rho_balance(T), rho(T), 1e-4)
assert near(phonon_rate_sum(0.3 * qD, 77.0), phonon_rate(0.3 * qD), 1e-5)

solved = {T: full_solution(T) for T in (300.0, 77.0, 20.0, 10.0, 4.0, 2.0)}
for T, (gain_s, gain_k, simple, full) in solved.items():
    assert near(simple, lorenz(T), 3e-3)       # grid error of order step^2
    assert gain_s > 1 - 1e-8 and gain_k > 1 - 1e-8
assert near(solved[4.0][3] / solved[2.0][3], 4.0, 0.02)
shrink = (solved[2.0][0] - 1) / (solved[4.0][0] - 1)
assert 0.2 < shrink < 0.3                      # trial rho exact as T -> 0
coarse = full_solution(4.0, step=0.06)
assert near(coarse[1], solved[4.0][1], 2e-3)

e1, t1 = extended_forms(77.0, 1.0)
assert near(np.pi**2 / 3 * e1 / t1, lorenz(77.0), 1e-6)

# ---- Worked example ----
print(f"Inputs: cell {cell*1e9:.3f} nm, Debye temperature {theta:.0f} K")
print(f"Input phonon resistivity at 300 K: {rho_room*1e8:.2f} uOhm cm")
print(f"Input atomic mass: {atom_mass/sc.atomic_mass:.1f} u")
print(f"Carrier density: {n*1e-6:.3e} cm^-3")
print(f"kF = {kF*1e-9:.2f} nm^-1, qD = {qD*1e-9:.2f} nm^-1, qD/kF = {r:.4f}")
print(f"Fermi energy: {EF/e:.2f} eV; Debye sound speed: {sound:.0f} m/s")
print(f"Prefactor A: {A*1e8:.3f} uOhm cm")
print(f"Implied deformation potential: {np.sqrt(D2)/e:.2f} eV")
print(f"L0 = {L0:.4e} W Ohm/K^2")
print(f"J5(inf) = {120*zeta(5):.3f}, J7(inf) = {5040*zeta(7):.2f}")
print(f"Low-T coefficient of (T/Theta)^2, trial: {np.pi**2/3*r**2:.3f}")
print(f"Same coefficient, full solution: {solved[2.0][3]*(theta/2.0)**2:.3f}")
print("Trial result: T (K), rho (uOhm cm), kappa (W/m/K), L/L0, T^2 law")
for T in (300.0, 77.0, 20.0, 10.0, 4.0):
    print(f"  {T:5.0f} {rho(T)*1e8:.3e} {kappa(T):.4g} {lorenz(T):.4e} {lorenz_low(T):.4e}")
print("Bracket B: T (K), constant, energy-loss term, J7 term, sum")
for T in (300.0, 77.0, 10.0):
    b = bracket_terms(T)
    print(f"  {T:5.0f} {b[0]:.3f} {b[1]:.3f} {b[2]:.3f} {sum(b):.3f}")
print(f"Log slopes near 4 K: rho {slope_rho:.3f}, W {slope_W:.3f}, L {slope:.3f}")
print(f"L/L0 at 10 K, energy exchange off: {lorenz_direct(10.0, False):.4f}")
print("Full/trial: T (K), sigma ratio, kappa ratio, full L/L0")
for T in (300.0, 77.0, 20.0, 10.0, 4.0):
    s = solved[T]
    print(f"  {T:5.0f} {s[0]:.5f} {s[1]:.4f} {s[3]:.4e}")
top = 2 / r
room_form = extended_forms(T_room, top)[0]
print("Simple Umklapp model: T (K), rho (uOhm cm), kappa (W/m/K), L/L0")
for T in (300.0, 77.0, 20.0):
    f1, f2 = extended_forms(T, top)
    ratio = np.pi**2 / 3 * f1 / f2
    rho_u = rho_room * f1 / room_form
    print(f"  {T:5.0f} {rho_u*1e8:.3e} {L0*T*ratio/rho_u:.4g} {ratio:.4f}")
share = 1 - extended_forms(T_room, 1.0)[0] / room_form
print(f"Share of transfers beyond qD in that rho at 300 K: {share:.3f}")
rho_bulk = rho_room / 100
width = 20e-9
rho_path = hbar * kF / (n * e**2)
rho_line = rho_path / width
print(f"Residual rho, bulk sample: {rho_bulk*1e8:.4f} uOhm cm")
print(f"Residual rho, {width*1e9:.0f} nm line (rough): {rho_line*1e8:.2f} uOhm cm")
print("L/L0 with residual: T (K), bulk sample, narrow line")
for T in (77.0, 10.0):
    print(f"  {T:5.0f} {with_residual(T, rho_bulk):.4f} {with_residual(T, rho_line):.4f}")
print(f"rho(300 K)/rho(10 K), phonons only: {rho_room/rho(10.0):.3e}")
print(f"Electron free path at 300 K: {rho_path/rho_room*1e9:.1f} nm")
print(f"Electron transport free path at 10 K: {rho_path/rho(10.0)*1e3:.3f} mm")
q_typ = 5 * kB * 10.0 / (hbar * sound)
print(f"Phonon free path on electrons, 10 K, z = 5: {sound/phonon_rate(q_typ)*1e9:.1f} nm")
print(f"Longitudinal lattice kappa at 77 K: {lattice_kappa(77.0):.3g} W/m/K")
print(f"Longitudinal lattice kappa at 10 K: {lattice_kappa(10.0):.3g} W/m/K")
print(f"kB T/EF at 300 K: {kB*T_room/EF:.5f}")
print("finished without a failed check")
```

Printed output:

```
Inputs: cell 0.361 nm, Debye temperature 340 K
Input phonon resistivity at 300 K: 1.70 uOhm cm
Input atomic mass: 63.5 u
Carrier density: 8.502e+22 cm^-3
kF = 13.60 nm^-1, qD = 17.14 nm^-1, qD/kF = 1.2599
Fermi energy: 7.05 eV; Debye sound speed: 2597 m/s
Prefactor A: 8.269 uOhm cm
Implied deformation potential: 6.85 eV
L0 = 2.4430e-08 W Ohm/K^2
J5(inf) = 124.431, J7(inf) = 5082.08
Low-T coefficient of (T/Theta)^2, trial: 5.222
Same coefficient, full solution: 7.895
Trial result: T (K), rho (uOhm cm), kappa (W/m/K), L/L0, T^2 law
    300 1.700e+00 358.4 8.3129e-01 4.0658e+00
     77 1.866e-01 242.5 2.4053e-01 2.6785e-01
     20 7.242e-04 1243 1.8423e-02 1.8070e-02
     10 2.265e-05 4897 4.5395e-03 4.5176e-03
      4 2.319e-07 3.048e+04 7.2337e-04 7.2282e-04
Bracket B: T (K), constant, energy-loss term, J7 term, sum
    300 1.000 0.246 -0.043 1.203
     77 1.000 3.733 -0.576 4.158
     10 1.000 221.357 -2.069 220.288
Log slopes near 4 K: rho 5.000, W 1.999, L 2.001
L/L0 at 10 K, energy exchange off: 1.0000
Full/trial: T (K), sigma ratio, kappa ratio, full L/L0
    300 1.00284 1.0004 8.2931e-01
     77 1.08642 1.0930 2.4198e-01
     20 1.04209 1.5163 2.6807e-02
     10 1.01034 1.5132 6.7989e-03
      4 1.00164 1.5122 1.0921e-03
Simple Umklapp model: T (K), rho (uOhm cm), kappa (W/m/K), L/L0
    300 1.700e+00 399.4 0.9265
     77 1.237e-01 657.4 0.4322
     20 6.936e-05 1.316e+04 0.0187
Share of transfers beyond qD in that rho at 300 K: 0.906
Residual rho, bulk sample: 0.0170 uOhm cm
Residual rho, 20 nm line (rough): 3.29 uOhm cm
L/L0 with residual: T (K), bulk sample, narrow line
     77 0.2568 0.8550
     10 0.7741 0.9985
rho(300 K)/rho(10 K), phonons only: 7.506e+04
Electron free path at 300 K: 38.7 nm
Electron transport free path at 10 K: 2.902 mm
Phonon free path on electrons, 10 K, z = 5: 68.1 nm
Longitudinal lattice kappa at 77 K: 7.91 W/m/K
Longitudinal lattice kappa at 10 K: 0.19 W/m/K
kB T/EF at 300 K: 0.00367
finished without a failed check
```
